# Localized pi orbitals of benzene from second- and fourth-power population functionals

## Problem

Benzene has three doubly occupied pi orbitals. An orthogonal mixing of them leaves the Slater determinant, and hence its energy and density, unchanged. A localization functional uses this freedom. Let $q_n^i$ be the population of carbon $n=0,\dots,5$ in orbital $i$, and define

$$P_p=\sum_{i=1}^{3}\sum_{n=0}^{5}\left(q_n^i\right)^p .$$

The case $p=2$ is the Pipek–Mezey functional. Find all sets of orbitals that maximize $P_2$, and all that maximize $P_4$. Are the three double bonds of a Kekulé structure selected?

Assume a regular hexagon, real orbitals, mixing within the pi space only, and one p function per carbon, these six functions being orthonormal. Then $q_n^i=\phi_i(n)^2$, where $\phi_i(n)$ is the amplitude on carbon $n$. Signs and order of the orbitals are irrelevant.

## A tempting wrong solution

Centre each orbital on one bond of a Kekulé structure, keeping the three orbitals inside the occupied space, orthonormal, and equivalent under a rotation by $120^\circ$. This set is equation (3) below at $\theta=30^\circ$. Each orbital has populations

$$\frac{2+\sqrt3}{9},\quad \frac1{18},\quad \frac{2-\sqrt3}{9},$$

each on two atoms: the bonded pair, its neighbours, and the far pair. Since $(2\pm\sqrt3)^2=7\pm4\sqrt3$,

$$P_2=3\cdot2\left[\frac{14}{81}+\frac1{324}\right]=\frac{19}{18}.$$

The other Kekulé structure gives the same value by symmetry. So, the argument runs, $P_2$ has two equivalent maxima, and the fourth power, which rewards concentration more strongly, only sharpens them.

## Where it fails

The value $19/18$ is right. The fault is the inference that two sets related by symmetry are isolated maxima: nothing was said about the sets between them.

One comparison exposes it. The occupied space also contains an orbital centred on an atom, with populations $\tfrac{9}{18},\tfrac{4}{18},\tfrac{4}{18},\tfrac1{18}$ on the centre, its two neighbours and the opposite atom, and zero elsewhere. Three such orbitals, on alternate atoms, are orthonormal, as shown below. They give

$$P_2=3\,\frac{81+16+16+1}{324}=\frac{19}{18},\qquad
P_4=3\,\frac{6561+256+256+1}{18^4}=\frac{131}{648}.$$

For the bond-centred set, $(7\pm4\sqrt3)^2=97\pm56\sqrt3$, so

$$P_4=6\left[\frac{194}{6561}+\frac1{18^4}\right]=\frac{115}{648}.$$

The second power does not distinguish the two sets, and the fourth power prefers the atom-centred one. A full answer needs every orthogonal mixing.

## Right solution

### The occupied space

With hopping $-|\beta|$ between neighbours, the amplitudes $e^{i\pi mn/3}$ have energy $-2|\beta|\cos(\pi m/3)$. The three lowest levels are $m=0,\pm1$. Their real, normalized combinations are

$$a(n)=\frac1{\sqrt6},\qquad e_\theta(n)=\frac{\cos x_n}{\sqrt3},\qquad x_n=\frac{\pi n}{3}-\theta .$$

Every normalized real orbital in this space is $\phi=u\,a+r\,e_\theta$ with $u^2+r^2=1$. Put $t=u^2$ and $s=r^2=1-t$.

The sums over atoms follow from a geometric series:

$$\sum_{n=0}^{5}\cos(kx_n)=\begin{cases}6\cos k\theta,& k \text{ a multiple of }6,\\0,&\text{otherwise.}\end{cases}\tag{1}$$

Six atoms can therefore detect the angle $\theta$ only through harmonics $6,12,\dots$

### All maxima of the second power

Write $\phi=\alpha+\beta'\cos x_n$ with $\alpha^2=t/6$ and $\beta'^2=s/3$. Odd powers of the cosine contain the harmonics 1 and 3 here and sum to zero. From $\cos^2x=\tfrac12+\dots$ and $\cos^4x=\tfrac38+\dots$, where the dots are harmonics 2 and 4, the even powers sum to $3$ and $9/4$. Hence

$$\sum_n\phi^4=6\alpha^4+6\alpha^2\beta'^2\cdot3+\frac94\beta'^4
=\frac{t^2}{6}+t(1-t)+\frac{(1-t)^2}{4}
=\frac14+\frac t2-\frac{7t^2}{12}.$$

The angle has dropped out. The normalized vector $a$ lies in the span of the three orthonormal orbitals, and $u_i$ is its component along orbital $i$, so $\sum_it_i=1$. Therefore

$$P_2=\frac54-\frac7{12}\sum_it_i^2
=\frac{19}{18}-\frac7{12}\sum_i\left(t_i-\frac13\right)^2,\tag{2}$$

where $\sum_it_i^2=\tfrac13+\sum_i(t_i-\tfrac13)^2$ was used. The global maximum is $19/18$, and it requires every $t_i=\tfrac13$.

Choose the orbital signs so that $u_i=1/\sqrt3$; then take $r_i=\sqrt{2/3}$. Since $e_\theta$ and $e_{\theta'}$ have scalar product $\cos(\theta-\theta')$, orthogonality of two orbitals reads

$$\frac13+\frac23\cos(\theta_i-\theta_j)=0,\qquad \cos(\theta_i-\theta_j)=-\frac12 .$$

The three angles are $120^\circ$ apart, and their common origin is free:

$$\boxed{\phi_j(n)=\frac{1+2\cos\left(\frac{\pi n}{3}-\theta-\frac{2\pi j}{3}\right)}{3\sqrt2},\qquad j=0,1,2.}\tag{3}$$

These are all the maximizers of $P_2$. They form a closed continuous family, and a shift of $\theta$ by $120^\circ$ only permutes the orbitals. At $\theta=0$ the orbitals are centred on atoms 0, 2 and 4; at $30^\circ$ they are centred on bonds.

The maximum is flat in one direction only. A rotation of the orbitals by a small angle $\epsilon$ about an axis perpendicular to $\mathbf u=(1,1,1)/\sqrt3$ changes $\mathbf u$ to $\mathbf u\cos\epsilon+\mathbf v\sin\epsilon$, with $\mathbf v$ a unit vector perpendicular to $\mathbf u$. To second order,

$$\sum_iu_i^4\to\frac13+4\epsilon\sum_iu_i^3v_i+\epsilon^2\left(6\sum_iu_i^2v_i^2-2\sum_iu_i^4\right)=\frac13+\frac43\epsilon^2 ,$$

because $u_i^3=u_i/3$ makes the linear term vanish. By (2) the second derivative of $P_2$ is $-\tfrac7{12}\cdot\tfrac83=-\tfrac{14}9$. A rotation about $\mathbf u$ itself changes $\theta$ and costs nothing.

### Higher powers along the family

With $z=e^{ix_n}$, equation (3) gives $q_n=(1+z+z^{-1})^2/18$. Let $T_k$ be the coefficient of $z^k$ in $(1+z+z^{-1})^{2p}$. For $p\le5$, rule (1) keeps only $k=0,\pm6$. The shift $2\pi j/3$ changes $6\theta$ by $4\pi j$, so all three orbitals contribute equally:

$$P_p=\frac{3\cdot6}{18^p}\left(T_0+2T_6\cos6\theta\right).$$

The coefficients count the ways of choosing $1$, $z$ or $z^{-1}$ from each factor:

- $p=2$: $T_0=1+12+6=19$ and $T_6=0$.
- $p=3$: $T_0=1+30+90+20=141$ and $T_6=1$.
- $p=4$: $T_0=1+56+420+560+70=1107$. For $T_6$, six factors $z$ and two factors $1$ give 28 ways; seven $z$ and one $z^{-1}$ give 8. Thus $T_6=36$.

Hence

$$P_3=\frac{141+2\cos6\theta}{324},\qquad P_4=\frac{123+8\cos6\theta}{648}.\tag{4}$$

The third power already removes the degeneracy, but weakly: its variation is 2.8 % of its maximum, against 12.2 % for the fourth.

### The fourth power over all mixings

Equation (4) does not yet solve the problem, because $P_4$ might be larger away from the family. Return to one orbital with arbitrary $t$. In $\sum_n(\alpha+\beta'\cos x_n)^8$ odd powers of the cosine again vanish. The sixth harmonic enters through $\cos^6x$, with coefficient $1/32$, and $\cos^8x$, with coefficient $1/16$. After summation these become $3/16$ and $3/8$, so the coefficient of $\cos6\theta$ is

$$K_6=28\,\frac t6\,\frac{s^3}{27}\,\frac3{16}+\frac{s^4}{81}\,\frac38
=\frac{7ts^3+s^4}{216}=\frac{(1-t)^3(1+6t)}{216}\ge0 .$$

At fixed $t$ the sum is therefore largest for $\cos6\theta=1$. Call this largest value $G(t)$ and evaluate it at $\theta=0$, where $\sum_n\cos^m(\pi n/3)=2+4/2^m$ for even $m\ge2$, that is $3,\tfrac94,\tfrac{33}{16},\tfrac{129}{64}$. With the binomial factors $1,28,70,28,1$,

$$1728\,G=8t^4+224t^3s+840t^2s^2+616ts^3+43s^4 .$$

Insert $s=1-t$ and collect powers:

- $t^0$: $43$
- $t^1$: $616-172=444$
- $t^2$: $840-1848+258=-750$
- $t^3$: $224-1680+1848-172=220$
- $t^4$: $8-224+840-616+43=51$

$$G(t)=\frac{43+444t-750t^2+220t^3+51t^4}{1728}.$$

The constraint $\sum_it_i=1$ suggests comparing $G$ with its tangent at $t=\tfrac13$. There $G=131/1944$ and $G'=7/486$, so the tangent is $L(t)=\tfrac{131}{1944}+\tfrac7{486}(t-\tfrac13)$. The difference has a double zero at $t=\tfrac13$, and division gives

$$L(t)-G(t)=\frac{(t-\frac13)^2}{1728}\left(\frac{1759}3-254t-51t^2\right).$$

The bracket decreases on $[0,1]$ and still equals $844/3$ at $t=1$, so it is positive. Summing $G(t_i)\le L(t_i)$ over the orbitals cancels the linear term:

$$\boxed{P_4\le\sum_iL(t_i)=3\,G\!\left(\tfrac13\right)=\frac{131}{648}.}\tag{5}$$

Equality requires every $t_i=\tfrac13$, which returns us to family (3), and $\cos6\theta=1$, since $K_6>0$ there. Modulo $120^\circ$ this leaves $\theta=0$ and $60^\circ$. Exactly two sets maximize $P_4$: one centred on atoms $\{0,2,4\}$, the other on $\{1,3,5\}$. Discrete does not mean unique, because a rotation of the molecule by $60^\circ$ exchanges them.

### What the Kekulé sets are

On the family, a rotation of the molecule by $120^\circ$ permutes the orbitals cyclically and leaves $P_4$ unchanged. Its gradient with respect to the three orbital rotations must then have equal components. It points along $(1,1,1)$, the direction that changes $\theta$. From (4), $dP_4/d\theta=-\tfrac2{27}\sin6\theta$, which vanishes at $30^\circ$. The bond-centred sets are thus stationary under every mixing, but along $\theta$ their curvature is $+\tfrac49$. The numerical curvatures across the family are both $-0.605$, so these sets are saddle points. At $\theta=0$ the corresponding values are $-\tfrac49$ and $-0.877$, as a maximum requires.

## Numerical behaviour and a real molecule

All 24 random starts for $P_2$ reached 1.055556, but at scattered angles; the first three, modulo $60^\circ$, were $20.5^\circ$, $3.5^\circ$ and $52.2^\circ$. The orbitals returned thus depend on the start, although the functional value does not. All 24 starts for $P_4$ reached 0.202160, eight on the even atoms and sixteen on the odd ones. The two sets have equal $P_4$, so this split expresses no preference of the functional.

Does the flatness survive without the one-function-per-atom model? Consider any population that is quadratic in the orbital, respects the hexagon's rotations and reflections, and sums to one over the carbons. The term in $ur$ can carry only the first harmonic of $x_n$, and the term in $r^2$ only a constant and the second. Reflection removes sines, and normalization for every $u$ fixes the constant:

$$q_n=\frac16+g\,ur\cos x_n+h\,r^2\cos2x_n .\tag{6}$$

The orthonormal model has $g=\sqrt2/3$ and $h=\tfrac16$, as squaring $\phi$ shows. By (1), the squares sum to

$$\sum_nq_n^2=\frac16+3g^2t(1-t)+3h^2(1-t)^2 ,$$

again without $\theta$. The coefficient of $t^2$ is $3(h^2-g^2)$. If $|g|>|h|$ the expression is concave, and equal $t_i=\tfrac13$ maximize the sum over orbitals. Then $P_2=\tfrac12+2g^2+4h^2$ on the whole family.

For $P_4$ on the family, $ur=\sqrt2/3$ and $r^2=\tfrac23$. The coefficients of $z^{\pm1}$ and $z^{\pm2}$ in $q_n$ are $b=g\sqrt2/6$ and $c=h/3$. In $q_n^4$, the power $z^6$ arises from three factors $c$ and one $\tfrac16$ in 4 ways, or from two $c$ and two $b$ in 6 ways. Three orbitals, six atoms and the two signs $\pm6$ give the amplitude of $\cos6\theta$:

$$A_6=36\left(\frac23c^3+6b^2c^2\right).$$

As an example, take benzene in RHF/6-31G, with carbons at 2.63 bohr and hydrogens at 4.68 bohr from the centre. This geometry is chosen, not optimized, and RHF omits electron correlation. Intrinsic atomic orbital populations give $g=0.47140$ and $h=0.16667$, the values of the orthonormal model. The reason is that these functions supply one orthonormal p function per carbon and span the occupied orbitals, whose amplitudes symmetry then fixes.

Mulliken populations give $g=0.48507$ and $h=0.16667$. Thus

$$P_2=0.5+2(0.48507)^2+4(0.16667)^2=1.0817,$$

which agrees with the direct values at both $0^\circ$ and $30^\circ$. With $b=0.11433$ and $c=0.05556$, $A_6=0.0128$. The direct $P_4$ falls from 0.2129 at $0^\circ$ to 0.1872 at $30^\circ$, a difference of $2A_6$. Along the family the atom-centred sets again win; the global bound (5) was proved only for the orthonormal model. These Mulliken numbers belong to the 6-31G basis and are not converged properties of benzene. The value $h=\tfrac16$ arises because the pi space of this basis holds only carbon $p_z$ functions. Carbon d functions can change $g$ and $h$, and hydrogen p functions take part of the population, so that the carbon populations need no longer sum to one.

In benzene the flatness rests on the sixfold rotation. More generally it needs a rotation axis of order above four, since $\phi^4$ contains harmonics only up to 4; in the ring model, six electrons on five or seven equivalent atoms give an equally flat $P_2$. Without the $60^\circ$ rotation the populations need not have the form (6), rule (1) no longer disposes of the angle, and $P_2$ can select discrete sets. The carbons need not even become inequivalent: in the ring model with hoppings alternating between $1.2|\beta|$ and $0.8|\beta|$, $P_2$ is maximized by orbitals centred on the three stronger bonds, that is, by a Kekulé set. Numerical maximization there gives $P_2=1.269$, with population 0.459 on each atom of a strong bond and negative curvature in all three directions.

## Table of computed values

```
Ring levels (units of |hopping|): [-2. -1. -1.  1.  1.  2.]
theta (degree), P_2, P_3, P_4 on the family:
    0 1.055556 0.441358 0.202160
   10 1.055556 0.438272 0.195988
   20 1.055556 0.432099 0.183642
   30 1.055556 0.429012 0.177469
   60 1.055556 0.441358 0.202160
Populations, atom-centred, atoms 0-5: [0.5    0.2222 0.     0.0556 0.     0.2222]
Populations, bond-centred, atoms 0-5: [0.4147 0.4147 0.0556 0.0298 0.0298 0.0556]
(max-min)/max of P_3 on family: 2.797 %
(max-min)/max of P_4 on family: 12.214 %
1728 G(t) = 51*t**4 + 220*t**3 - 750*t**2 + 444*t + 43
Slope of G at t=1/3: 7/486 ; G(1/3) = 131/1944
Positive factor in bound: -51*t**2 - 254*t + 1759/3
Its value at t=1: 844/3
Upper bound of P_4: 131/648 = 0.202160
Curvatures (per rad^2): along theta; two across
  P_2, theta= 0 degree: 0.0000; [-1.5555 -1.5555]
  P_4, theta= 0 degree: -0.4444; [-0.8765 -0.8765]
  P_4, theta=30 degree: 0.4444; [-0.6049 -0.6049]
P_2: 24 of 24 starts reach 1.055556
  first six theta mod 60 (degree): [20.5  3.5 52.2 21.3 18.9 25.4]
P_4: 24 of 24 starts reach 0.202160
  sets on even atoms: 8 ; on odd atoms: 16
Benzene radii (bohr): C 2.63, H 4.68
RHF/6-31G energy (hartree): -230.623835
IAO: g = 0.47140, h = 0.16667
  P_2 at 0, 30 degree: 1.05556, 1.05556
  P_4 at 0, 30 degree: 0.20216, 0.17747
  cos(6 theta) amplitude of P_4: 0.01235
Mulliken: g = 0.48507, h = 0.16667
  P_2 at 0, 30 degree: 1.08170, 1.08170
  P_4 at 0, 30 degree: 0.21287, 0.18721
  cos(6 theta) amplitude of P_4: 0.01283
```
